# Does density fitting lower the scaling of the CCSD particle ladder?

**Question**

I have a closed-shell MP2 code in which density fitting made the integral step much cheaper, and I want the same gain in CCSD. The most expensive term for a large basis is the particle ladder,

$$R_{ij}^{ab}=\sum_{cd}(ac|bd)\,t_{ij}^{cd},$$

which costs $o^2v^4$ multiplications for $o$ occupied and $v$ virtual orbitals. With density fitting the four-index integral becomes a product of three-index quantities. If I contract one of them with the amplitudes first, no array with four virtual indices ever appears. Shouldn't the ladder then drop to fifth order, and CCSD with it?

**Answer**

No. The four-virtual array disappears from memory, but the sixth-order work stays. To see why, one has to follow which summed indices connect which tensors.

**Conventions and the origin of the term**

Orbitals are real and orthonormal; $i,j,k$ are occupied and $a,b,c,d$ virtual. The integral $(ac|bd)$ is the Coulomb repulsion between the charge distributions $ac$ and $bd$. Density fitting with $Q$ auxiliary functions gives

$$(ac|bd)\approx\sum_Q B^Q_{ac}B^Q_{bd}.$$

As an index, $Q$ labels an auxiliary function; in a cost it is their number. "Order" means the power of system size when $o$, $v$ and $Q$ all grow in proportion. I count multiplications in pairwise contractions of dense tensors, without savings from permutational symmetry, sparsity or fast matrix multiplication.

The ladder comes from the all-virtual part of the electron repulsion,

$$V=\tfrac12\sum_{abcd}\sum_{\sigma\tau}(ac|bd)\,a^\dagger_{a\sigma}a^\dagger_{b\tau}a_{d\tau}a_{c\sigma}.$$

$V$ needs two electrons in virtual orbitals and conserves their number. Hence $Ve^{T}|0\rangle$ has no reference or singles component, and the factor $e^{-T}$, which can only raise the excitation level, adds nothing to the doubles projection. What remains is $V(T_2+\tfrac12T_1^2)|0\rangle$.

Take the projection with $i\to a$ in spin $\alpha$ and $j\to b$ in spin $\beta$. In $T_2=\tfrac12\sum t_{ij}^{cd}E_{ci}E_{dj}$, where $E_{ci}$ is the spin-summed excitation from $i$ to $c$, the assignments $\alpha\beta$ and $\beta\alpha$ contribute equally because $t_{ij}^{cd}=t_{ji}^{dc}$; this cancels the factor $\tfrac12$. The same happens for $\tfrac12T_1^2$, whose amplitude is $t_i^ct_j^d$. The factor $\tfrac12$ in $V$ cancels likewise, since $(ac|bd)=(bd|ac)$. Finally, moving $a_{c\alpha}$ to the left past two operators of the other spin gives two sign changes:

$$a^\dagger_{a\alpha}a^\dagger_{b\beta}a_{d\beta}a_{c\alpha}=(a^\dagger_{a\alpha}a_{c\alpha})(a^\dagger_{b\beta}a_{d\beta}).$$

So $V$ replaces $c$ by $a$ and $d$ by $b$ with a plus sign. The spins differ, so there is no exchange partner, and

$$R_{ij}^{ab}=\sum_{cd}(ac|bd)\left(t_{ij}^{cd}+t_i^ct_j^d\right).$$

**All contraction orders of the doubles part**

After fitting, three tensors have to be combined:

$$R_{ij}^{ab}=\sum_{Qcd}B^Q_{ac}\,B^Q_{bd}\,t_{ij}^{cd}.$$

The two $B$ factors share $Q$, the first $B$ shares $c$ with the amplitude, and the second shares $d$ with it. The summed indices form a triangle. The fitted factors do not tie $c$ to $d$; the amplitude does.

A pairwise contraction costs the product of the ranges of all distinct indices involved, because each output element needs one multiplication per term of its sum. There are three possible first pairs.

If the two $B$ factors are combined first, the steps are

$$W_{acbd}=\sum_QB^Q_{ac}B^Q_{bd}\quad[v^4Q],\qquad R_{ij}^{ab}=\sum_{cd}W_{acbd}t_{ij}^{cd}\quad[o^2v^4].$$

If $B_{ac}$ meets the amplitude first, as you propose, they are

$$Y^Q_{aijd}=\sum_cB^Q_{ac}t_{ij}^{cd}\quad[o^2v^3Q],\qquad R_{ij}^{ab}=\sum_{Qd}Y^Q_{aijd}B^Q_{bd}\quad[o^2v^3Q].$$

Starting with $B_{bd}$ costs the same by symmetry. The totals are therefore

$$C_{\rm assembled}=v^4Q+o^2v^4,\qquad C_{\rm factored}=2o^2v^3Q.$$

The first is at least $o^2v^4$. The second is at least $o^2v^4$ when $2Q\ge v$, a condition met with a wide margin in the example below. Your route removes one virtual index from the cost and puts the larger index $Q$ in its place.

Which route is cheaper depends on the regime. Dividing both costs by $v^3$ shows that the factored route is dearer when

$$2o^2Q>v(Q+o^2).$$

For a growing molecule, $o^2$ eventually exceeds $Q$, assembly becomes negligible, and the cost ratio tends to $2o^2v^3Q/(o^2v^4)=2Q/v$. For a fixed molecule in a growing basis, with $Q\gg o^2$, the ratio tends instead to $2o^2v^3Q/(v^4Q)=2o^2/v$. The factored route then wins once $v>2o^2$, but it still does not beat $o^2v^4$.

**Removing the tie between $c$ and $d$**

The singles product shows that the amplitude is responsible. Its sums separate:

$$\sum_{cd}(ac|bd)t_i^ct_j^d=\sum_Q\Big(\sum_cB^Q_{ac}t_i^c\Big)\Big(\sum_dB^Q_{bd}t_j^d\Big).$$

The two brackets are the same array with different labels. Forming it costs $ov^2Q$, and the final sum over $Q$ costs $o^2v^2Q$, which is fifth order. The integrals are the same as before; only the link between $c$ and $d$ has gone.

The ring terms show both behaviours. Apart from numerical factors and permutations, one of them is

$$\sum_{kc}(ia|kc)t_{kj}^{cb}=\sum_QB^Q_{ia}\Big(\sum_{kc}B^Q_{kc}t_{kj}^{cb}\Big).$$

Both summed orbital indices sit on the same $B$, so there is no triangle. The cost changes from $o^3v^3$ to $2o^2v^2Q$. Density fitting does lower the order of this term.

In the exchange-type ring, $\sum_{kc}(ki|ac)t_{kj}^{cb}$, the index $k$ sits on $B^Q_{ki}$ and $c$ on $B^Q_{ac}$. The triangle is back. Assembly followed by contraction costs $o^2v^2Q+o^3v^3$, and either factored order costs $o^3v^2Q+o^2v^3Q$. All are sixth order, so CCSD would remain sixth order under density fitting even if the ladder cost nothing.

**Low rank in one pairing, full rank in the other**

It is tempting to object that density fitting proves the integrals to be compressible. They are, when read as a matrix from the pair $ac$ to the pair $bd$. The ladder reads the same numbers as a matrix from $cd$ to $ab$:

$$W_{ab,cd}=\langle ab|r_{12}^{-1}|cd\rangle=(ac|bd).$$

This is the operator $1/r_{12}$ in the space of orbital products. Let $\Phi$ be any normalized function in that space. Since $1/x$ is convex, Jensen's inequality gives the first step below. The second follows from $\langle r_{12}\rangle^2\le\langle r_{12}^2\rangle$, and the third bounds an expectation value by the largest eigenvalue:

$$\langle r_{12}^{-1}\rangle\ge\frac1{\langle r_{12}\rangle}\ge\frac1{\sqrt{\langle r_{12}^2\rangle}}\ge\frac1{\sqrt{\lambda_{\max}(r_{12}^2)}}>0.$$

Here $\lambda_{\max}(r_{12}^2)$ belongs to the matrix of $r_{12}^2$ in the same product space. Physically, two electrons confined to a finite region cannot get far enough apart for their repulsion to vanish. Every eigenvalue of $W$ is therefore positive, and its rank is $v^2$.

Full rank alone would not exclude an accurate low-rank approximation; the floor under the eigenvalues is what matters. Any matrix $A$ of rank below $v^2$ annihilates some normalized $\Phi$, so $\|(W-A)\Phi\|=\|W\Phi\|$ is at least the smallest eigenvalue of $W$, hence at least $1/\sqrt{\lambda_{\max}(r_{12}^2)}$. This floor falls only as the inverse of the spatial extent of the orbitals, and the water case below compares it with the largest eigenvalue. The bound does not rule out every fast algorithm. Tensor hypercontraction writes

$$(ac|bd)\approx\sum_{PR}X_{aP}X_{cP}Z_{PR}X_{bR}X_{dR},$$

with $M$ values for each of $P$ and $R$. Now $a$ and $c$ are on separate factors. One contracts $c$, then $d$, multiplies by $Z_{PR}$ element by element, and expands back to $a$ and $b$. The cost is

$$2o^2v^2M+2o^2vM^2+o^2M^2,$$

which is fifth order if $M$ grows linearly with size. The negative answer thus applies to density fitting alone with dense amplitudes. Whether a given hypercontraction is accurate enough is a separate matter that this count does not settle.

**What happens in MP2**

MP2 needs $(ia|jb)$, and its first-order amplitudes follow by division by orbital-energy differences; no amplitude is contracted with an all-virtual integral. With $N=o+v$ basis functions, the conventional transformation, taken in the index order $i,a,j,b$, costs

$$oN^4+ovN^3+o^2vN^2+o^2v^2N.$$

The fitted route transforms the three-index integrals, applies the inverse square root of the fitting metric, and assembles:

$$oN^2Q+ovNQ+ovQ^2+o^2v^2Q.$$

Both are fifth order, so for the full MP2 energy the gain is in the prefactor. The opposite-spin part alone behaves like the direct ring: with a Laplace quadrature for the denominator it costs $ovQ^2$ per quadrature point, which is fourth order, while the exchange part stays fifth order with dense fitting.

**Water as a numerical case**

I took water with O–H distances of 1.80 bohr and an angle of 105°, the cc-pVDZ basis, the cc-pVDZ-RI fitting set, and all electrons correlated. Then $o=5$, $v=19$, $N=24$ and $Q=84$, far above $v/2=9.5$. The numerical output follows this answer.

For MP2 the two cost expressions give

$$1658880+1313280+273600+216600=3462360,$$

$$241920+191520+670320+758100=1861860,$$

a ratio of 1.86. The conventional count depends on the order of the transformation: taking both occupied indices first replaces $ovN^3$ by $o^2N^3=345600$, which gives a total of 2494680 and a ratio of 1.34. These counts omit the evaluation of the integrals and the construction of the metric root. If all dimensions grow together, only the last fitted step is fifth order, and the ratio tends to $3462360/758100\approx4.6$, or to $2494680/758100\approx3.3$ for the cheaper conventional order: a better prefactor at the same order.

For the ladder,

$$v^4Q=19^4\times84=10.95\times10^6,\qquad o^2v^4=25\times19^4=3.26\times10^6,$$

$$2o^2v^3Q=2\times25\times19^3\times84=28.81\times10^6.$$

The assembled route totals $14.20\times10^6$, about half the factored one. Both exceed the $3.26\times10^6$ needed when the four-virtual integrals are already stored. If they are rebuilt in every iteration, density fitting makes this small ladder more expensive in multiplications than it is with stored integrals. What it saves is storage: $v^2Q=30324$ numbers instead of $v^4=130321$, provided the intermediates are formed in batches. If both arrays are packed by their permutational symmetry over the 190 pairs $a\ge c$, the counts are $190\times84=15960$ and $190\times191/2=18145$, so for a molecule this small the saving is slight; it grows with size, third order against fourth. Held whole, $Y^Q_{aijd}$ has $o^2v^2Q=758100$ numbers, more than $v^4$; for one $Q$ at a time it has $o^2v^2$.

Multiplying all dimensions by $n$ gives a model of growth; these are counts, not calculations on water clusters.

| $n$ | assembly $v^4Q$ | contraction $o^2v^4$ | factored $2o^2v^3Q$ |
|---:|---:|---:|---:|
| 1 | $1.09\times10^7$ | $3.26\times10^6$ | $2.88\times10^7$ |
| 4 | $1.12\times10^{10}$ | $1.33\times10^{10}$ | $1.18\times10^{11}$ |
| 64 | $1.18\times10^{16}$ | $2.24\times10^{17}$ | $1.98\times10^{18}$ |

Assembly and contraction are equal at $n=Q/o^2=3.36$. Between $n=1$ and $n=4$ the assembled total grows by a factor of about 1730, an apparent power of $\ln1730/\ln4\approx5.4$. A cost curve from small systems can therefore look almost fifth order, although its sixth-order part takes over later. The factored-to-assembled ratio rises from 2.03 at $n=1$ to 8.40 at $n=64$, towards $2Q/v=8.84$.

Taken alone, the direct ring has its own crossover. Against stored integrals $(ia|kc)$, factoring pays when $2Q<ov$. If those integrals are rebuilt from $B$ each time, at an extra cost $o^2v^2Q$, it pays already when $Q<ov$. For water $168>95>84$, so it does not yet pay against stored integrals; at $n=4$ it reduces $3.51\times10^9$ multiplications to $1.55\times10^9$.

The two matrix pairings differ as the argument requires. From $ac$ to $bd$, 76 eigenvalues of the conventional integrals exceed $10^{-3}$ of the largest, out of 190 symmetric pairs. From $cd$ to $ab$, all 361 do. The latter lie between 0.176 and 1.21 hartree, above the Jensen bound of 0.153 hartree. The fitted integrals keep this full rank, with a smallest eigenvalue of 0.175 hartree. The values depend on the basis: in cc-pVTZ ($v=53$) the count from $ac$ to $bd$ is 193 out of 1431, and the eigenvalues from $cd$ to $ab$ lie between 0.148 and 2.04 hartree, above a bound of 0.132 hartree.

Accuracy is a separate question from cost. Replacing only the all-virtual integrals by fitted ones changes the CCSD correlation energy from $-0.21292$ to $-0.21306$ hartree, a shift of $-0.14$ millihartree or $-0.37$ kJ/mol. The fitting error in MP2 is smaller, about $0.02$ millihartree. The ladder tensor built from the converged conventional doubles amplitudes changes under fitting by a tensor whose root-sum-square norm is 2.6% of the norm of the conventional ladder tensor, so a small energy shift should not be read as equal accuracy of every intermediate. These numbers measure the fit within a small basis and without triple excitations; they are not predictions of experiment. With cc-pVTZ and cc-pVTZ-RI the CCSD shift becomes $-0.20$ millihartree and the MP2 error about $0.03$ millihartree, while the ladder tensor again changes by 2.6%.

For your code, this suggests storing $B$ and, as long as $2o^2Q>v(Q+o^2)$, assembling the all-virtual integrals in batches; for a small molecule in a large basis the inequality reverses and the factored route needs fewer multiplications. The inequality is counted without permutational symmetry; a code that exploits the symmetry reduces the individual steps by different factors, which moves the crossover, so it should be recounted for the actual implementation. For one fixed $a$, the block $W_{acbd}$ has $v^3$ elements and can be contracted with the amplitudes and discarded. Add the singles product to the doubles amplitudes before the ladder contraction: forming $t_{ij}^{cd}+t_i^ct_j^d$ costs $o^2v^2$ multiplications, far fewer than the $ov^2Q+o^2v^2Q$ of the separate factored form. The crossover for the direct ring holds only for that term taken alone. Where $(ia|kc)$ and $(ki|ac)$ multiply the same amplitude $t_{kj}^{cb}$, the two integrals can be added first, and one $o^3v^3$ contraction, needed for the exchange-type ring anyway, then serves both. To lower the order of the doubles ladder you need something beyond dense density fitting, for example a hypercontracted form of the amplitudes, $t_{ij}^{cd}\approx\sum_{XY}y_{iX}y_{cX}T_{XY}y_{jY}y_{dY}$, a hypercontracted form of the integrals as above, or the sparsity that these counts leave out. In the first case $c$ and $d$ are summed separately into the two $B$ factors, and the sum over $Q$ then costs $v^2M^2Q$ for $M$ values of $X$ and $Y$, which is fifth order if $M$ grows linearly. A low-rank form $\sum_X\lambda_XU_{icX}U_{jdX}$ with $M$ terms leaves sixth order, $o^2v^2QM$, if the full $R_{ij}^{ab}$ is built. If only its projection onto the same vectors, $\sum_{iajb}U_{iaY}R_{ij}^{ab}U_{jbZ}$, is needed, as in rank-reduced coupled cluster, the steps cost $ov^2QM$, $ovQM^2$ and $QM^3$, which is fifth order if $M$ grows linearly. Factoring as such is not enough, however: sixth order remains with a form that gives each orbital index its own factor but keeps a dense four-index core for the amplitudes or a dense three-index core for $B$.

## Calculated quantities

```
toy sizes (o, v, Q): (2, 4, 10) and (4, 8, 20)
largest growth of any step when all dimensions double:
  ladder, integrals assembled: 64-fold; products at large size 147456
  ladder, B_ac with t first: 64-fold; products at large size 327680
  ladder, B_bd with t first: 64-fold; products at large size 327680
  ladder, singles product: 32-fold; products at large size 25600
  ladder, hypercontracted: 32-fold; products at large size 149760
  direct ring, assembled: 64-fold; products at large size 53248
  direct ring, factored: 32-fold; products at large size 40960
  exchange ring, assembled: 64-fold; products at large size 53248
  exchange ring, B_ki first: 64-fold; products at large size 245760
  exchange ring, B_ac first: 64-fold; products at large size 245760
  MP2 integrals, conventional: 32-fold; products at large size 168960
  MP2 integrals, fitted: 32-fold; products at large size 52480
water: O-H 1.80 bohr, angle 105 degrees
water: o = 5, v = 19, N = 24, Q = 84
RHF energy: -76.026960 hartree
MP2 correlation energy, conventional: -0.203592 hartree
MP2 correlation energy, fitted: -0.203576 hartree
MP2 products, conventional: 3462360; first step 1658880
MP2 products, fitted: 1861860; last step 758100
MP2 product ratio: 1.86
CCSD correlation energy, conventional: -0.212917 hartree
CCSD correlation energy, fitted vvvv: -0.213058 hartree
CCSD fitting shift: -1.405e-04 hartree = -0.3688 kJ/mol
relative fitting error of ladder tensor: 2.61e-02
ladder products: assembly 10946964, contraction 3258025
ladder products: assembled total 14204989, factored 28807800
stored numbers: v^4 = 130321, v^2 Q = 30324
matrix dimension v^2 = 361; symmetric pairs 190
eigenvalues above 1e-03 of largest, ac-to-bd: 76
eigenvalues above 1e-03 of largest, ab-to-cd: 361
ab-to-cd eigenvalues: 0.1758 to 1.2105 hartree
Jensen lower bound: 0.1534 hartree
smallest fitted ab-to-cd eigenvalue: 0.1753 hartree
dimension model, products in units of 1e6:
  n=1: assembly 10.95, contraction 3.258, factored 28.81, factored/assembled 2.03
  n=1: direct ring o^3v^3 0.8574, factored 1.516
  n=4: assembly 1.121e+04, contraction 1.334e+04, factored 1.18e+05, factored/assembled 4.81
  n=4: direct ring o^3v^3 3512, factored 1553
  n=16: assembly 1.148e+07, contraction 5.466e+07, factored 4.833e+08, factored/assembled 7.31
  n=16: direct ring o^3v^3 1.438e+07, factored 1.59e+06
  n=64: assembly 1.175e+10, contraction 2.239e+11, factored 1.98e+12, factored/assembled 8.40
  n=64: direct ring o^3v^3 5.892e+10, factored 1.628e+09
assembly equals contraction at n = Q/o^2 = 3.36
large-n factored/assembled limit 2Q/v = 8.84
```
